**Snoek relaxation and interstitial diffusion in a bcc metal**

The program tests $D=a^2/(36\tau)$, where $D$ is the tracer diffusivity, $a$ the cubic lattice parameter and $\tau$ the relaxation time at constant small stress. It finds the octahedral sites from the positions of the metal atoms, then obtains $D$ from the long-wave decay of the site master equation and $\tau$ from its time evolution. It asserts the factor 1/36, the changed factor when longer jumps are allowed, and the factor 1/72 for tetrahedral sites. Further assertions cover the dependence of the relaxed compliance on stress direction, the Debye response, the positions of the damping peaks and the diffusion profile. For rough values typical of carbon in ferritic iron, a 1 Hz peak at 313 K gives $D=1.44\times10^{-16}$ cm²/s. Extrapolation to 840 K gives $5.55\times10^{-8}$ cm²/s and a one-hour diffusion depth of about 280 micrometres under a fixed surface concentration. The output also sizes neglected effects from rough or assumed inputs; an error of 0.02 eV in the activation energy changes the extrapolated $D$ by a factor of 1.59.

## Program and output

```python
"""
Result under test: D = a^2/(36 tau) for a dilute interstitial on the
octahedral sites of a bcc metal, with jumps to nearest octahedral sites only.
  a    cubic lattice parameter       D    tracer diffusivity
  tau  Snoek relaxation time at constant small stress
  w    jump rate to one given neighbouring site
Lattice tests use a = 1 and w = 1. Diffusivities come from the long-wave decay
of the site master equation, relaxation times from its time evolution.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import erfc

# ---------- lattice geometry, found from the metal atoms ----------
corners = np.array(list(itertools.product(range(-1, 3), repeat=3)), float)
metal = np.vstack([corners, corners + 0.5])


def nearest_atoms(point):
    vectors = metal - point
    lengths = np.linalg.norm(vectors, axis=1)
    return vectors[lengths < lengths.min() + 1e-9], lengths.min()


def holes(distance):
    """Quarter-grid points whose nearest metal atom is at this distance."""
    grid = np.array(list(itertools.product(range(4), repeat=3))) / 4.0
    return np.array([p for p in grid
                     if abs(nearest_atoms(p)[1] - distance) < 1e-9])


def unique_axis(point):
    """Tetragonal axis, from the second moments of the nearest atoms."""
    moments = np.sum(nearest_atoms(point)[0] ** 2, axis=0)
    return int(np.argmax(abs(moments - np.median(moments))))


def find_jumps(sites, rates_by_length):
    jumps = []
    for i, j in itertools.product(range(len(sites)), repeat=2):
        for shift in itertools.product((-1, 0, 1), repeat=3):
            step = sites[j] + np.array(shift) - sites[i]
            for length, rate in rates_by_length.items():
                if abs(np.linalg.norm(step) - length) < 1e-9:
                    jumps.append((i, j, step, rate))
    return jumps


def master_matrix(n_sites, jumps, q):
    matrix = np.zeros((n_sites, n_sites), complex)
    for i, j, step, rate in jumps:
        matrix[j, i] += rate * np.exp(-1j * np.dot(q, step))
        matrix[i, i] -= rate
    return matrix


def diffusivity(n_sites, jumps, direction):
    q = 0.01 * np.array(direction, float) / np.linalg.norm(direction)
    slowest = np.linalg.eigvalsh(master_matrix(n_sites, jumps, q))[-1]
    return -slowest / np.dot(q, q)


def relaxation_time(axes, jumps):
    """Decay time of an excess on z-type sites, checked at two times."""
    matrix = master_matrix(len(axes), jumps, np.zeros(3)).real
    start = np.where(axes == 2, 2.0, 1.0)
    start /= start.sum()
    order = [np.sum((expm(matrix * t) @ start)[axes == 2]) - 1 / 3
             for t in (0.0, 0.1, 0.3)]
    times = [-t / np.log(order[k] / order[0]) for k, t in ((1, 0.1), (2, 0.3))]
    assert abs(times[0] / times[1] - 1) < 1e-9   # a single exponential
    return times[0]


octa = holes(0.5)
octa_axes = np.array([unique_axis(p) for p in octa])
octa_jumps = find_jumps(octa, {0.5: 1.0})
assert len(octa) == 6 and all(np.bincount(octa_axes) == 2)
for i in range(6):
    own = [jump for jump in octa_jumps if jump[0] == i]
    targets = [octa_axes[jump[1]] for jump in own]
    assert len(own) == 4 and octa_axes[i] not in targets
    assert all(targets.count(k) == 2 for k in range(3) if k != octa_axes[i])
    for _, j, step, _ in own:
        jump_axis = int(np.argmax(abs(step)))
        assert {jump_axis, octa_axes[i], octa_axes[j]} == {0, 1, 2}

# ---------- diffusion, relaxation and their product ----------
directions = [(1, 0, 0), (1, 1, 0), (1, 1, 1), (1, 2, 3)]
D_lattice = [diffusivity(6, octa_jumps, d) for d in directions]
tau_lattice = relaxation_time(octa_axes, octa_jumps)
assert np.allclose(D_lattice, 4 * 0.5 ** 2 / 6, rtol=1e-4)
assert abs(tau_lattice * 6 - 1) < 1e-9
product_octa = D_lattice[0] * tau_lattice
assert abs(product_octa * 36 - 1) < 1e-4

# Longer jumps and tetrahedral sites change the factor.
long_ratio = 0.3
long_jumps = find_jumps(octa, {0.5: 1.0, np.sqrt(0.5): long_ratio})
product_long = (diffusivity(6, long_jumps, (1, 2, 3))
                * relaxation_time(octa_axes, long_jumps))


def long_jump_factor(x):
    return (1 + 4 * x) / (1 + 2 * x)


assert abs(product_long * 36 / long_jump_factor(long_ratio) - 1) < 1e-4
tetra = holes(np.sqrt(5) / 4)
tetra_axes = np.array([unique_axis(p) for p in tetra])
tetra_jumps = find_jumps(tetra, {np.sqrt(0.125): 1.0})
product_tetra = (diffusivity(len(tetra), tetra_jumps, (1, 2, 3))
                 * relaxation_time(tetra_axes, tetra_jumps))
assert len(tetra) == 12 and abs(product_tetra * 72 - 1) < 1e-4

# ---------- response to stress ----------


def stressed_matrix(u, saddle):
    """z sites lowered by u, saddles of z-directed jumps raised (units kT)."""
    energy = np.array([0.0, 0.0, -u])
    barrier = np.array([0.0, 0.0, saddle])
    biased = [(i, j, s, r * np.exp(energy[octa_axes[i]]
                                   - barrier[int(np.argmax(abs(s)))]))
              for i, j, s, r in octa_jumps]
    return master_matrix(6, biased, np.zeros(3)).real


def stressed_time(u, saddle):
    """Time constant of the approach to equilibrium after stress is applied."""
    t = 0.1
    final = np.exp(u) / (np.exp(u) + 2)
    now = np.sum((expm(stressed_matrix(u, saddle) * t)
                  @ np.full(6, 1 / 6))[octa_axes == 2])
    return -t / np.log((now - final) / (1 / 3 - final))


assert abs(stressed_time(1e-4, 5e-5) / tau_lattice - 1) < 1e-3

h = 1e-4
drive = (stressed_matrix(h, 0.4 * h) - stressed_matrix(-h, -0.4 * h)) / (2 * h)
free_matrix = stressed_matrix(0.0, 0.0)


def response(omega):
    change = np.linalg.solve(1j * omega * np.eye(6) - free_matrix,
                             drive @ np.full(6, 1 / 6))
    return np.sum(change[octa_axes == 2])


for omega in (0.5, 6.0, 40.0):
    debye = (2 / 9) / (1 + 1j * omega * tau_lattice)
    assert abs(response(omega) / debye - 1) < 1e-6


def loss_tangent(omega, strength):
    compliance = 1 + strength * response(omega) / (2 / 9)
    return -compliance.imag / compliance.real


test_strength = 0.3
peak = minimize_scalar(lambda y: -loss_tangent(np.exp(y), test_strength),
                       bounds=(0, 4), method="bounded",
                       options={"xatol": 1e-9})
assert abs(np.exp(peak.x) * tau_lattice / np.sqrt(1 + test_strength) - 1) < 1e-5

# Relaxed compliance per C*v/kT for several stress directions.
lam1, lam2 = 0.9, -0.1
orientation = {}
for direction in directions:
    g = np.array(direction, float) / np.linalg.norm(direction)
    strain = np.array([g @ (lam2 * np.eye(3) + (lam1 - lam2)
                            * np.diag(np.eye(3)[k])) @ g for k in range(3)])

    def mean_strain(s):
        weight = np.exp(s * strain)
        return np.sum(weight * strain) / np.sum(weight)

    slope = (mean_strain(1e-4) - mean_strain(-1e-4)) / 2e-4
    G = (g[0] * g[1]) ** 2 + (g[1] * g[2]) ** 2 + (g[2] * g[0]) ** 2
    assert abs(slope - 2 / 9 * (lam1 - lam2) ** 2 * (1 - 3 * G)) < 1e-7
    orientation[direction] = slope

# Depth profile for a fixed surface concentration, D = t = 1, at x = 2.
dx, n = 0.05, 200
laplace = (np.diag(np.full(n, -2.0)) + np.diag(np.ones(n - 1), 1)
           + np.diag(np.ones(n - 1), -1)) / dx ** 2
source = np.zeros(n)
source[0] = 1 / dx ** 2
profile = np.linalg.solve(laplace, (expm(laplace) - np.eye(n)) @ source)
assert abs(profile[39] - erfc(1.0)) < 1e-3

# ---------- worked example: carbon in ferritic iron, rough values ----------
kB = const.k / const.e                      # eV/K
a = 2.87                                    # angstrom
frequency, T_peak, H = 1.0, 313.0, 0.85     # Hz, K, eV
T_use, hours = 840.0, 1.0                   # K, h
omega = 2 * np.pi * frequency
tau = 1 / omega
w = 1 / (6 * tau)
D_peak = a ** 2 / (36 * tau)                # angstrom^2/s
to_cm2 = 1e-16
tau0 = tau * np.exp(-H / (kB * T_peak))
D0 = a ** 2 / (36 * tau0)
tau_use = tau0 * np.exp(H / (kB * T_use))
D_use = a ** 2 / (36 * tau_use)
depth_um = 2 * np.sqrt(D_use * hours * 3600) * 1e-4

# Sizes of neglected effects.
per_kelvin = H / (kB * T_peak ** 2)
sweep = minimize_scalar(
    lambda T: np.log(T) + np.log(np.cosh(H / kB * (1 / T - 1 / T_peak))),
    bounds=(T_peak - 10, T_peak + 10), method="bounded",
    options={"xatol": 1e-8})
log_sweep = H / kB * (1 / sweep.x - 1 / T_peak)
assert abs(np.tanh(log_sweep) / (kB * sweep.x / H) - 1) < 1e-4
carbon, shape, young_GPa, stress_MPa = 1e-4, 1.0, 130.0, 10.0
volume = a ** 3 / 2                         # angstrom^3 per iron atom
kT_joule = const.k * T_peak
compliance = (orientation[(1, 0, 0)] / (lam1 - lam2) ** 2 * shape ** 2
              * carbon * volume * 1e-30 / kT_joule)
strength = compliance * young_GPa * 1e9
u_stress = volume * 1e-30 * stress_MPa * 1e6 * shape / kT_joule
stress_change = stressed_time(u_stress, 0.0) / tau_lattice - 1
H_error = 0.02
H_factor = np.exp(H_error / kB * (1 / T_peak - 1 / T_use))
expansion = 1.2e-5
expansion_change = (1 + expansion * (T_use - T_peak)) ** 2 - 1
extra_barrier = 0.3
long_change = [long_jump_factor(np.exp(-extra_barrier / (kB * T))) - 1
               for T in (T_peak, T_use)]
binding, bound_sites = 0.1, 4
paired = bound_sites * carbon / 3 * np.exp(binding / (kB * T_peak))
line_density, per_plane = 1e12, 10          # 1/m^2, carbon per atomic plane
trapped = (line_density * per_plane / (np.sqrt(3) / 2 * a * 1e-10)
           / (carbon / (volume * 1e-30)))
# Barrier-top frequency for a cosine barrier of height H and period a/2.
top = np.sqrt(2 * np.pi ** 2 * H * const.e
              / (12 * const.atomic_mass * (a / 2 * 1e-10) ** 2))
top_eV = const.hbar * top / const.e
wigner = [(top_eV / (kB * T)) ** 2 / 24 for T in (T_peak, T_use)]

print("LATTICE TESTS (a = 1, w = 1)")
print(f"D from long-wave decay, [100]: {D_lattice[0]:.6f} w a^2")
print(f"D from long-wave decay, [123]: {D_lattice[3]:.6f} w a^2")
print(f"tau from time evolution: {tau_lattice:.6f} /w")
print(f"D tau/a^2, octahedral: {product_octa:.6f}; 1/36 = {1/36:.6f}")
print(f"D tau/a^2, tetrahedral: {product_tetra:.6f}; 1/72 = {1/72:.6f}")
print(f"D tau/a^2, long jumps x = {long_ratio}: {product_long:.6f}")
for direction in directions[:3]:
    print(f"compliance/(C v shape^2/kT), {direction}: "
          f"{abs(orientation[direction]):.4f}")
print(f"omega tau at loss peak, strength {test_strength}: "
      f"{np.exp(peak.x) * tau_lattice:.4f}")
print("EXAMPLE: carbon in ferritic iron (rough inputs)")
print(f"lattice parameter: {a} angstrom")
print(f"frequency: {frequency} Hz; peak temperature: {T_peak} K")
print(f"activation energy H: {H} eV; kT at peak: {kB*T_peak:.5f} eV")
print(f"tau at peak: {tau:.4f} s")
print(f"w at peak: {w:.4f} 1/s")
print(f"mean residence time: {1/(4*w):.4f} s")
print(f"D at peak: {D_peak:.3f} angstrom^2/s = {D_peak*to_cm2:.3e} cm^2/s")
print(f"rms displacement in one tau: {np.sqrt(6*D_peak*tau):.3f} angstrom")
print(f"tau prefactor: {tau0:.2e} s")
print(f"D prefactor: {D0*to_cm2:.2e} cm^2/s")
print(f"temperature of use: {T_use} K; time: {hours} h")
print(f"tau at use: {tau_use:.2e} s")
print(f"D at use: {D_use:.2e} angstrom^2/s = {D_use*to_cm2:.2e} cm^2/s")
print(f"depth 2 sqrt(D t): {depth_um:.0f} micrometre")
print(f"concentration there / surface: {erfc(1.0):.3f}")
print("NEGLECTED EFFECTS (rough or assumed inputs)")
print(f"change of ln tau per K of peak error: {100*per_kelvin:.1f} %")
print(f"omega tau at sweep maximum: {np.exp(log_sweep):.4f}")
print(f"sweep maximum minus omega tau = 1 point: {sweep.x-T_peak:.2f} K")
print(f"carbon per iron atom: {carbon:.0e}; lambda1-lambda2: {shape}")
print(f"volume per iron atom: {volume:.2f} angstrom^3")
print(f"Young modulus [100]: {young_GPa} GPa; strength: {strength:.4f}")
print(f"peak shift from strength: {100*(np.sqrt(1+strength)-1):.2f} %")
print(f"stress: {stress_MPa} MPa; site splitting/kT: {u_stress:.4f}")
print(f"tau change at that stress, saddle fixed: {100*stress_change:.2f} %")
print(f"H error: {H_error} eV; factor in D at use: {H_factor:.2f}")
print(f"expansion coefficient: {expansion:.1e} 1/K")
print(f"D change from expansion at use: {100*expansion_change:.2f} %")
print(f"extra barrier of long jumps: {extra_barrier} eV")
print(f"D tau change, long jumps, peak: {100*long_change[0]:.4f} %")
print(f"D tau change, long jumps, use: {100*long_change[1]:.2f} %")
print(f"pair binding: {binding} eV; bound sites: {bound_sites}")
print(f"paired carbon at peak: {100*paired:.2f} %")
print(f"dislocations: {line_density:.0e} 1/m^2; C per plane: {per_plane}")
print(f"carbon held by full dislocations: {100*trapped:.2f} %")
print(f"barrier-top quantum, cosine barrier: {top_eV:.4f} eV")
print(f"Wigner rate increase, peak: {100*wigner[0]:.1f} %")
print(f"Wigner rate increase, use: {100*wigner[1]:.1f} %")
print("all good")
```

Printed output:

```
LATTICE TESTS (a = 1, w = 1)
D from long-wave decay, [100]: 0.166666 w a^2
D from long-wave decay, [123]: 0.166666 w a^2
tau from time evolution: 0.166667 /w
D tau/a^2, octahedral: 0.027778; 1/36 = 0.027778
D tau/a^2, tetrahedral: 0.013889; 1/72 = 0.013889
D tau/a^2, long jumps x = 0.3: 0.038194
compliance/(C v shape^2/kT), (1, 0, 0): 0.2222
compliance/(C v shape^2/kT), (1, 1, 0): 0.0556
compliance/(C v shape^2/kT), (1, 1, 1): 0.0000
omega tau at loss peak, strength 0.3: 1.1402
EXAMPLE: carbon in ferritic iron (rough inputs)
lattice parameter: 2.87 angstrom
frequency: 1.0 Hz; peak temperature: 313.0 K
activation energy H: 0.85 eV; kT at peak: 0.02697 eV
tau at peak: 0.1592 s
w at peak: 1.0472 1/s
mean residence time: 0.2387 s
D at peak: 1.438 angstrom^2/s = 1.438e-16 cm^2/s
rms displacement in one tau: 1.172 angstrom
tau prefactor: 3.28e-15 s
D prefactor: 6.98e-03 cm^2/s
temperature of use: 840.0 K; time: 1.0 h
tau at use: 4.12e-10 s
D at use: 5.55e+08 angstrom^2/s = 5.55e-08 cm^2/s
depth 2 sqrt(D t): 283 micrometre
concentration there / surface: 0.157
NEGLECTED EFFECTS (rough or assumed inputs)
change of ln tau per K of peak error: 10.1 %
omega tau at sweep maximum: 1.0322
sweep maximum minus omega tau = 1 point: -0.31 K
carbon per iron atom: 1e-04; lambda1-lambda2: 1.0
volume per iron atom: 11.82 angstrom^3
Young modulus [100]: 130.0 GPa; strength: 0.0079
peak shift from strength: 0.39 %
stress: 10.0 MPa; site splitting/kT: 0.0274
tau change at that stress, saddle fixed: 1.83 %
H error: 0.02 eV; factor in D at use: 1.59
expansion coefficient: 1.2e-05 1/K
D change from expansion at use: 1.27 %
extra barrier of long jumps: 0.3 eV
D tau change, long jumps, peak: 0.0030 %
D tau change, long jumps, use: 3.07 %
pair binding: 0.1 eV; bound sites: 4
paired carbon at peak: 0.54 %
dislocations: 1e+12 1/m^2; C per plane: 10
carbon held by full dislocations: 0.48 %
barrier-top quantum, cosine barrier: 0.0533 eV
Wigner rate increase, peak: 16.3 %
Wigner rate increase, use: 2.3 %
all good
```
